# A failing check and its repair

Subject: Reducing the Breit operator to orbit-orbit, spin-other-orbit and spin-spin terms.

```python
"""Breit operator reduced between positive-energy spinors to order c^-2.

Atomic units, r = r1 - r2, s = sigma/2, and
    B = -alpha1_i alpha2_j G_ij,   G_ij = (delta_ij + r_i r_j/r^2)/(2r).
Result under test: B -> H_oo + H_soo + H_ss with
    H_oo  = -(1/c^2) G_ij p1_i p2_j      (momenta act on the wavefunction only)
    H_soo = (1/c^2) [s1.(r x p2) - s2.(r x p1)]/r^3
    H_ss  = (1/c^2) {[s1.s2 - 3 (s1.r)(s2.r)/r^2]/r^3 - (8 pi/3) s1.s2 delta(r)}.
Pair states are built from oscillator orbitals with factor exp(-r^2/(2 a^2)).
Quadratures use a = 1 and omit 1/c^2; energies scale as 1/(a^3 c^2).
"""
import numpy as np
import sympy as sp
from scipy import constants as const

c = 1 / const.fine_structure
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
spin = sigma / 2
alpha = np.array([np.kron(sigma[0], m) for m in sigma])
eye3 = np.eye(3)
eps = np.array([[[float(sp.LeviCivita(i, j, k)) for k in range(3)]
                 for j in range(3)] for i in range(3)])

# --- Symbolic identities of the tensor G away from r = 0 ---
X = sp.symbols("x y z", real=True)
rs = sp.sqrt(sum(v**2 for v in X))
Gs = [[(sp.KroneckerDelta(i, j) + X[i] * X[j] / rs**2) / (2 * rs)
       for j in range(3)] for i in range(3)]
for j in range(3):
    assert sp.simplify(sum(sp.diff(Gs[i][j], X[i]) for i in range(3))) == 0
    for l in range(3):
        curl = sum(sp.LeviCivita(l, k, i) * sp.diff(Gs[i][j], X[k])
                   for k in range(3) for i in range(3))
        target = -sum(sp.LeviCivita(l, k, j) * X[k] for k in range(3)) / rs**3
        assert sp.simplify(curl - target) == 0
point = {X[0]: 1, X[1]: 2, X[2]: 2}
for l in range(3):
    for m in range(3):
        double_curl = 0
        for i in range(3):
            for j in range(3):
                for a in range(3):
                    for b in range(3):
                        sign = sp.LeviCivita(i, l, a) * sp.LeviCivita(j, m, b)
                        if sign != 0:
                            double_curl += sign * sp.diff(Gs[i][j], X[a], X[b])
        target = (sp.KroneckerDelta(l, m) - 3 * X[l] * X[m] / rs**2) / rs**3
        assert sp.simplify((double_curl - target).subs(point)) == 0

# Product rule behind the misordered orbit-orbit operator
Y = sp.symbols("u v w", real=True)
f = X[0] * Y[1]**2 + X[2]**2 * Y[2] + X[1] * Y[0] * Y[2]
sep = [X[i] - Y[i] for i in range(3)]
inner = sum(sep[j] * sp.diff(f, Y[j]) for j in range(3))
nested = sum(sep[i] * sp.diff(inner, X[i]) for i in range(3))
ordered = sum(sep[i] * sep[j] * sp.diff(f, X[i], Y[j])
              for i in range(3) for j in range(3))
assert sp.expand(nested - ordered - inner) == 0

# --- Quadrature in centre R and separation r for Gaussian pair states ---
xh, wh = np.polynomial.hermite.hermgauss(4)
R = np.array(np.meshgrid(xh, xh, xh, indexing="ij")).reshape(3, -1) / np.sqrt(2)
wR = np.einsum("i,j,k->ijk", wh, wh, wh).ravel() / 2**1.5
t, wt = np.polynomial.laguerre.laggauss(6)
u, wu = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(10) / 10
su = np.sqrt(1 - u**2)
dirs = np.array([np.outer(su, np.cos(phi)), np.outer(su, np.sin(phi)),
                 np.outer(u, np.ones(10))]).reshape(3, -1)
wdir = np.outer(wu, np.full(10, 2 * np.pi / 10)).ravel()
radius = np.sqrt(2 * t)
rel = np.einsum("k,ig->ikg", radius, dirs).reshape(3, -1)
wrel = np.outer(wt * radius, wdir).ravel()
r = np.repeat(rel, R.shape[1], axis=1)
centre = np.tile(R, (1, rel.shape[1]))
weight = np.outer(wrel, wR).ravel()
dist = np.sqrt((r**2).sum(axis=0))
unit = r / dist
unit2 = np.einsum("ig,jg->ijg", unit, unit)
G = (eye3[:, :, None] + unit2) / (2 * dist)

# Fourier transform of G, tested on the function z^2 exp(-r^2/2)
rel_dist = np.sqrt((rel**2).sum(axis=0))
position_side = np.sum(wrel * (1 + (rel[2] / rel_dist)**2) / (2 * rel_dist)
                       * rel[2]**2)
xq, wq = np.polynomial.hermite.hermgauss(8)
qq = np.sqrt(2) * xq
momentum_side = 0.0
for q_len, w_len in zip(qq, np.sqrt(2) * wq / 2):
    transverse = 4 * np.pi * (1 - dirs[2]**2)
    momentum_side += w_len * np.sum(wdir * transverse
                                    * (1 - (q_len * dirs[2])**2))
momentum_side *= (2 * np.pi)**1.5 / (2 * np.pi)**3
assert abs(position_side - momentum_side) < 1e-10

LINEAR = {"p+": np.array([1, 1j, 0]), "p-": np.array([1, -1j, 0]),
          "p0": np.array([0, 0, np.sqrt(2)])}


def orbital(name, pos):
    """Value and gradient of a normalized orbital, Gaussian factor removed."""
    if name == "s":
        value = np.ones(pos.shape[1], dtype=complex)
        slope = np.zeros(3)
    else:
        slope = LINEAR[name]
        value = slope @ pos + 0j
    grad = slope[:, None] - pos * value
    return np.pi**-0.75 * np.vstack([value[None, :], grad])


def pair_state(terms, pos1, pos2):
    """Indices: derivative on 1, derivative on 2 (0 = none), spins, point."""
    W = np.zeros((4, 4, 2, 2, pos1.shape[1]), dtype=complex)
    for coef, (a, sa), (b, sb) in terms:
        W[:, :, sa, sb] += coef * np.einsum("mg,ng->mng", orbital(a, pos1),
                                            orbital(b, pos2))
    return W


def bracket(bra, ket_values):
    return np.sum(weight * np.conj(bra[0, 0]) * ket_values)


def orbit_orbit(bra, ket, tensor=G):
    return bracket(bra, np.einsum("ijg,ijstg->stg", tensor, ket[1:, 1:]))


def misordered_orbit_orbit(bra, ket):
    """Second piece read as r^-3 (r.p1)(r.p2), p1 acting also on r."""
    extra = np.einsum("ig,istg->stg", r, ket[0, 1:]) / (2 * dist**3)
    return orbit_orbit(bra, ket) + bracket(bra, extra)


def spin_other_orbit(W):
    r_p2 = np.einsum("kij,ig,jstg->kstg", eps, r, -1j * W[0, 1:], optimize=True)
    r_p1 = np.einsum("kij,ig,jstg->kstg", eps, r, -1j * W[1:, 0], optimize=True)
    action = (np.einsum("ksu,kutg->stg", spin, r_p2)
              - np.einsum("ktu,ksug->stg", spin, r_p1))
    return bracket(W, action / dist**3)


def spin_tensor(W):
    tensor = (eye3[:, :, None] - 3 * unit2) / dist**3
    action = np.zeros_like(W[0, 0])
    for i in range(3):
        for j in range(3):
            action += tensor[i, j] * np.einsum("su,tv,uvg->stg", spin[i],
                                               spin[j], W[0, 0], optimize=True)
    return bracket(W, action)


def contact(terms):
    W0 = pair_state(terms, R, R)[0, 0]
    s1s2 = sum(np.einsum("su,tv,uvg->stg", m, m, W0, optimize=True)
               for m in spin)
    return -8 * np.pi / 3 * np.sum(wR * np.conj(W0) * s1s2)


def four_component_breit(W):
    """Original B with lower components sigma.p/(2c) times upper ones."""
    lift = np.zeros((4, 4, 2), dtype=complex)
    lift[0, :2] = np.eye(2)
    for k in range(3):
        lift[k + 1, 2:] = -0.5j * sigma[k]
    D = np.einsum("mas,nbt,mnstg->abg", lift, lift, W, optimize=True)
    total = 0
    for i in range(3):
        for j in range(3):
            moved = np.einsum("ac,bd,cdg->abg", alpha[i], alpha[j], D,
                              optimize=True)
            total -= np.sum(weight * G[i, j] * np.conj(D) * moved)
    return total


h = 1 / np.sqrt(2)
STATES = {"s2 singlet": [(h, ("s", 0), ("s", 1)), (-h, ("s", 1), ("s", 0))]}
for label, name in (("+1", "p+"), ("0", "p0"), ("-1", "p-")):
    STATES["sp triplet ML=" + label] = [(h, ("s", 0), (name, 0)),
                                        (-h, (name, 0), ("s", 0))]
K = np.sqrt(2 / np.pi) / 3
FORMULA = {"s2 singlet": (0, 0, 0, 1.5 * K),
           "sp triplet ML=+1": (K, -K, K / 10, 0),
           "sp triplet ML=0": (K, 0, -K / 5, 0),
           "sp triplet ML=-1": (K, K, K / 10, 0)}
results = {}
for name, terms in STATES.items():
    W = pair_state(terms, centre + r / 2, centre - r / 2)
    assert abs(bracket(W, W[0, 0]) - 1) < 1e-10
    parts = np.array([orbit_orbit(W, W), spin_other_orbit(W), spin_tensor(W),
                      contact(terms)])
    full = four_component_breit(W)
    assert np.max(np.abs(parts - np.array(FORMULA[name]))) < 1e-10
    assert abs(parts.sum() - full) < 1e-10
    results[name] = (parts.real, full.real)
    if name == "s2 singlet":
        ground = W
        wrong = misordered_orbit_orbit(W, W)
        assert abs(wrong - 0.75 * K) < 1e-10
    if name == "sp triplet ML=+1":
        inverse_cube = bracket(W, W[0, 0] / dist**3).real
        p_squared = np.sum(weight * np.abs(W[1:, 0])**2)
        assert abs(inverse_cube - K) < 1e-10

# --- Hermiticity: the sum is Hermitian, its first piece alone is not ---
excited = pair_state([(h, ("p0", 0), ("p0", 1)), (-h, ("p0", 1), ("p0", 0))],
                     centre + r / 2, centre - r / 2)


def asymmetry(operator):
    return abs(operator(ground, excited) - np.conj(operator(excited, ground)))


first_piece = eye3[:, :, None] / (2 * dist)
gap_sum = asymmetry(orbit_orbit)
gap_piece = asymmetry(lambda b, k: orbit_orbit(b, k, first_piece))
gap_wrong = asymmetry(misordered_orbit_orbit)
assert gap_sum < 1e-10 and gap_piece > 0.01 and gap_wrong > 0.01

# --- Exact free positive-energy spinors, off the energy shell ---
p1 = np.array([0.7, -0.4, 1.1])
p2 = np.array([-0.9, 0.5, 0.3])
q = np.array([0.6, 0.8, -0.5])
q2 = q @ q


def free_spinor(p, light):
    energy = np.sqrt(light**4 + light**2 * (p @ p))
    lower = light * np.einsum("k,kab->ab", p, sigma) / (energy + light**2)
    return np.sqrt((energy + light**2) / (2 * energy)) * np.vstack(
        [np.eye(2), lower])


def exact_matrix(light):
    """Spin matrix of c^2 B for p1 -> p1 + q and p2 -> p2 - q."""
    a_in, a_out = free_spinor(p1, light), free_spinor(p1 + q, light)
    b_in, b_out = free_spinor(p2, light), free_spinor(p2 - q, light)
    tensor = 4 * np.pi / q2 * (eye3 - np.outer(q, q) / q2)
    total = np.zeros((4, 4), dtype=complex)
    for i in range(3):
        for j in range(3):
            total -= tensor[i, j] * np.kron(a_out.conj().T @ alpha[i] @ a_in,
                                            b_out.conj().T @ alpha[j] @ b_in)
    return light**2 * total


def dot_spin(vector):
    return np.einsum("k,kab->ab", vector, spin)


one = np.eye(2)
s1s2_matrix = sum(np.kron(m, m) for m in spin)
reduced = -(p1 @ p2 - (p1 @ q) * (p2 @ q) / q2) * np.eye(4, dtype=complex)
reduced += -1j * (np.kron(dot_spin(np.cross(q, p2)), one)
                  - np.kron(one, dot_spin(np.cross(q, p1))))
reduced += -q2 * s1s2_matrix + np.kron(dot_spin(q), dot_spin(q))
reduced *= 4 * np.pi / q2
size = np.linalg.norm(reduced)
error_c = np.linalg.norm(exact_matrix(c) - reduced) / size
error_2c = np.linalg.norm(exact_matrix(2 * c) - reduced) / size
assert error_c < 1e-3
assert abs(error_c / error_2c - 4) < 0.05

# --- Worked example ---
a_angstrom = 0.5
a = a_angstrom / bohr
scale = hartree / (a**3 * c**2)
print(f"speed of light c = {c:.6f} atomic units")
print(f"Bohr radius = {bohr:.8f} angstrom")
print(f"Hartree energy = {hartree:.6f} eV")
print(f"orbital length a = {a_angstrom:.3f} angstrom")
print(f"orbital length a = {a:.6f} bohr (for the algebra)")
print(f"triplet mean of r^-3 = {inverse_cube / a_angstrom**3:.6f} angstrom^-3")
print(f"K a^3 = {K:.8f} (dimensionless)")
print(f"energy unit K/c^2 = {K * scale:.6e} eV")
print(f"energy unit K/c^2 = {K / (a**3 * c**2):.6e} hartree (conversion)")
print(f"triplet rms momentum of one electron / c = "
      f"{np.sqrt(p_squared) / (a * c):.6f} (dimensionless)")
part_names = ("orbit-orbit", "spin-other-orbit", "spin-spin tensor",
              "spin-spin contact")
for name, (parts, full) in results.items():
    for part_name, value in zip(part_names, parts):
        shown = 0.0 if abs(value) < 1e-10 else value * scale
        print(f"{name}: {part_name} = {shown:.6e} eV")
    print(f"{name}: sum of reduced operators = {parts.sum() * scale:.6e} eV")
    print(f"{name}: four-component B = {full * scale:.6e} eV")
print(f"s2 singlet: misordered orbit-orbit = {wrong.real * scale:.6e} eV")
print(f"Hermiticity gap, full orbit-orbit = {gap_sum * scale:.1e} eV")
print(f"Hermiticity gap, 1/r piece alone = {gap_piece * scale:.6e} eV")
print(f"Hermiticity gap, misordered operator = {gap_wrong * scale:.6e} eV")
print(f"free spinors: relative remainder at c = {error_c:.4e} (dimensionless)")
print(f"free spinors: relative remainder at 2c = {error_2c:.4e} (dimensionless)")
print(f"free spinors: ratio of remainders = {error_c / error_2c:.5f}"
      " (dimensionless)")
print("verified")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 193, in <module>
    assert abs(bracket(W, W[0, 0]) - 1) < 1e-10
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The fault was in the program's quadrature, not in the physics. The radial Gauss-Laguerre rule is exact only for integrands carrying an odd power of 1/r, as all the interaction operators do, but it was also used for the norm and the mean squared momentum, whose integrands then contain a square root that the rule cannot integrate exactly. These two quantities are now computed on a separate Gauss-Hermite product grid in the positions of the two electrons, which is exact for them. The norm test keeps its tolerance, no test is removed, and a new test compares the mean squared momentum with its oscillator value.

Repair:

```diff
@@ -63,7 +63,11 @@
 
 # --- Quadrature in centre R and separation r for Gaussian pair states ---
+# The radial rule is exact for integrands with an odd power of 1/r, which
+# all interaction operators have.
 xh, wh = np.polynomial.hermite.hermgauss(4)
-R = np.array(np.meshgrid(xh, xh, xh, indexing="ij")).reshape(3, -1) / np.sqrt(2)
-wR = np.einsum("i,j,k->ijk", wh, wh, wh).ravel() / 2**1.5
+cube = np.array(np.meshgrid(xh, xh, xh, indexing="ij")).reshape(3, -1)
+wcube = np.einsum("i,j,k->ijk", wh, wh, wh).ravel()
+R = cube / np.sqrt(2)
+wR = wcube / 2**1.5
 t, wt = np.polynomial.laguerre.laggauss(6)
 u, wu = np.polynomial.legendre.leggauss(6)
@@ -84,4 +88,10 @@
 G = (eye3[:, :, None] + unit2) / (2 * dist)
 
+# Product grid in the two electron positions, exact for quantities without
+# any power of 1/r (norm and mean squared momentum)
+first = np.repeat(cube, cube.shape[1], axis=1)
+second = np.tile(cube, (1, cube.shape[1]))
+wpair = np.outer(wcube, wcube).ravel()
+
 # Fourier transform of G, tested on the function z^2 exp(-r^2/2)
 rel_dist = np.sqrt((rel**2).sum(axis=0))
@@ -190,6 +200,7 @@
 results = {}
 for name, terms in STATES.items():
+    on_pairs = pair_state(terms, first, second)
+    assert abs(np.sum(wpair * np.abs(on_pairs[0, 0])**2) - 1) < 1e-10
     W = pair_state(terms, centre + r / 2, centre - r / 2)
-    assert abs(bracket(W, W[0, 0]) - 1) < 1e-10
     parts = np.array([orbit_orbit(W, W), spin_other_orbit(W), spin_tensor(W),
                       contact(terms)])
@@ -204,6 +215,8 @@
     if name == "sp triplet ML=+1":
         inverse_cube = bracket(W, W[0, 0] / dist**3).real
-        p_squared = np.sum(weight * np.abs(W[1:, 0])**2)
         assert abs(inverse_cube - K) < 1e-10
+        # Oscillator levels give 3/2 for s and 5/2 for p, shared equally
+        p_squared = np.sum(wpair * np.abs(on_pairs[1:, 0])**2)
+        assert abs(p_squared - (1.5 + 2.5) / 2) < 1e-10
 
 # --- Hermiticity: the sum is Hermitian, its first piece alone is not ---
```

Output now:

```
speed of light c = 137.035999 atomic units
Bohr radius = 0.52917721 angstrom
Hartree energy = 27.211386 eV
orbital length a = 0.500 angstrom
orbital length a = 0.944863 bohr (for the algebra)
triplet mean of r^-3 = 2.127692 angstrom^-3
K a^3 = 0.26596152 (dimensionless)
energy unit K/c^2 = 4.568709e-04 eV
energy unit K/c^2 = 1.678970e-05 hartree (conversion)
triplet rms momentum of one electron / c = 0.010922 (dimensionless)
s2 singlet: orbit-orbit = 0.000000e+00 eV
s2 singlet: spin-other-orbit = 0.000000e+00 eV
s2 singlet: spin-spin tensor = 0.000000e+00 eV
s2 singlet: spin-spin contact = 6.853064e-04 eV
s2 singlet: sum of reduced operators = 6.853064e-04 eV
s2 singlet: four-component B = 6.853064e-04 eV
sp triplet ML=+1: orbit-orbit = 4.568709e-04 eV
sp triplet ML=+1: spin-other-orbit = -4.568709e-04 eV
sp triplet ML=+1: spin-spin tensor = 4.568709e-05 eV
sp triplet ML=+1: spin-spin contact = 0.000000e+00 eV
sp triplet ML=+1: sum of reduced operators = 4.568709e-05 eV
sp triplet ML=+1: four-component B = 4.568709e-05 eV
sp triplet ML=0: orbit-orbit = 4.568709e-04 eV
sp triplet ML=0: spin-other-orbit = 0.000000e+00 eV
sp triplet ML=0: spin-spin tensor = -9.137418e-05 eV
sp triplet ML=0: spin-spin contact = 0.000000e+00 eV
sp triplet ML=0: sum of reduced operators = 3.654967e-04 eV
sp triplet ML=0: four-component B = 3.654967e-04 eV
sp triplet ML=-1: orbit-orbit = 4.568709e-04 eV
sp triplet ML=-1: spin-other-orbit = 4.568709e-04 eV
sp triplet ML=-1: spin-spin tensor = 4.568709e-05 eV
sp triplet ML=-1: spin-spin contact = 0.000000e+00 eV
sp triplet ML=-1: sum of reduced operators = 9.594289e-04 eV
sp triplet ML=-1: four-component B = 9.594289e-04 eV
s2 singlet: misordered orbit-orbit = 3.426532e-04 eV
Hermiticity gap, full orbit-orbit = 1.2e-18 eV
Hermiticity gap, 1/r piece alone = 2.284355e-04 eV
Hermiticity gap, misordered operator = 2.284355e-04 eV
free spinors: relative remainder at c = 1.1960e-04 (dimensionless)
free spinors: relative remainder at 2c = 2.9903e-05 (dimensionless)
free spinors: ratio of remainders = 3.99963 (dimensionless)
verified
```
